# Recovering fcc d-Band Hopping Integrals from Levels at Gamma and X: test program

```python
"""
Result under test: in an fcc crystal with five d orbitals per atom, one onsite
energy E0 and nearest-neighbour integrals s, p, d (dd sigma, pi, delta), the levels
  A = t2g at Gamma, B = eg at Gamma, C = xy at X, D = xz/yz at X = (0,0,2pi/a)
determine the parameters:
  E0 = (A+C+2D)/4,            s = (-5A+8B+7C-10D)/48,
  p  = (-7A+8B+C-2D)/16,      d = (9A-8B-3C+2D)/16.
Independent road: each d orbital is a traceless symmetric tensor Q (r.Q.r), rotated
to the bond axis, where hopping is diagonal; Bloch sums are then diagonalized.
Lengths are in units of a, wave vectors in units of 2pi/a, energies in eV.
"""
import itertools
import numpy as np

XY, YZ, ZX, X2Y2, Z2 = range(5)
NAMES = ["xy", "yz", "zx", "x2-y2", "3z2-r2"]
Q = np.zeros((5, 3, 3))
for orb, (i, j) in zip((XY, YZ, ZX), ((0, 1), (1, 2), (2, 0))):
    Q[orb, i, j] = Q[orb, j, i] = 1 / np.sqrt(2)
Q[X2Y2] = np.diag([1, -1, 0]) / np.sqrt(2)
Q[Z2] = np.diag([-1, -1, 2]) / np.sqrt(6)
assert np.allclose(np.einsum("aij,bij->ab", Q, Q), np.eye(5))

GAMMA, X = np.zeros(3), np.array([0.0, 0.0, 1.0])
grid = [np.array(v) / 2 for v in itertools.product((-2, -1, 0, 1, 2), repeat=3)]
lattice = [v for v in grid if round(2 * v.sum()) % 2 == 0]
FIRST = [v for v in lattice if abs(v @ v - 0.5) < 1e-9]
SECOND = [v for v in lattice if abs(v @ v - 1.0) < 1e-9]
assert len(FIRST) == 12 and len(SECOND) == 6


def bond_frame(vector):
    """Right-handed axes (columns), third axis along the bond, and the
    components of the crystal d orbitals on the bond-frame d orbitals."""
    w = vector / np.linalg.norm(vector)
    helper = np.eye(3)[np.argmin(abs(w))]
    u = np.cross(helper, w)
    u /= np.linalg.norm(u)
    frame = np.column_stack([u, np.cross(w, u), w])
    rotated = np.array([frame @ q @ frame.T for q in Q])
    return frame, np.einsum("aij,bij->ab", Q, rotated)


def dd_block(vector, integrals):
    s, p, d = integrals
    comp = bond_frame(vector)[1]
    return comp @ np.diag([d, p, p, d, s]) @ comp.T


def bloch(k, shell, block):
    return sum(np.exp(2j * np.pi * (k @ v)) * block(v) for v in shell)


def hamiltonian(k, params, second=None):
    h = params[0] * np.eye(5) + bloch(k, FIRST, lambda v: dd_block(v, params[1:]))
    if second is not None:
        h = h + bloch(k, SECOND, lambda v: dd_block(v, second))
    return h


def labelled_levels(k, params, second=None):
    """Diagonalize; give each orbital the eigenvalue of its eigenspace."""
    h = hamiltonian(k, params, second)
    energy, vec = np.linalg.eigh(h)
    weight = abs(vec) ** 2
    level = weight @ energy
    spread = weight @ energy ** 2 - level ** 2
    assert np.all(abs(spread) < 1e-9), "orbital is not an eigenstate"
    return level


def four_levels(params, second=None):
    g, x = (labelled_levels(k, params, second) for k in (GAMMA, X))
    assert np.ptp(g[:3]) < 1e-9 and abs(g[X2Y2] - g[Z2]) < 1e-9
    assert abs(x[YZ] - x[ZX]) < 1e-9
    return np.array([g[XY], g[Z2], x[XY], x[ZX]]), x


INVERSE = np.array([[1, 0, 1, 2], [-5, 8, 7, -10],
                    [-7, 8, 1, -2], [9, -8, -3, 2]]) / np.array([[4], [48], [16], [16]])


def recover(levels):
    return INVERSE @ levels


def predicted_x(levels):
    A, B, C, D = levels
    return C + 3 * (B - A), (11 * A - 11 * B - C + 4 * D) / 3


# Bond energies: coefficients of (s, p, d) from rotated orbitals
def bond_coefficients(orb, vector):
    return [dd_block(np.array(vector), e)[orb, orb] for e in np.eye(3)]


bond_claims = [(XY, (1, 1, 0), (3/4, 0, 1/4)), (XY, (1, 0, 1), (0, 1/2, 1/2)),
               (XY, (0, 1, 1), (0, 1/2, 1/2)), (X2Y2, (1, 1, 0), (0, 1, 0)),
               (X2Y2, (1, 0, 1), (3/16, 1/4, 9/16)), (X2Y2, (0, 1, 1), (3/16, 1/4, 9/16)),
               (Z2, (1, 1, 0), (1/4, 0, 3/4)), (Z2, (1, 0, 1), (1/16, 3/4, 3/16)),
               (Z2, (0, 1, 1), (1/16, 3/4, 3/16))]
for orb, vector, claim in bond_claims:
    assert np.allclose(bond_coefficients(orb, vector), claim)

# Level equations, inversion and predictions for random parameters
FORWARD = np.array([[1, 3, 4, 5], [1, 1.5, 6, 4.5], [1, 3, -4, -3], [1, -3, 0, -1]])
rng = np.random.default_rng(7)
for _ in range(20):
    params, second = rng.normal(size=4), 0.2 * rng.normal(size=3)
    levels, x_levels = four_levels(params)
    assert np.allclose(levels, FORWARD @ params)
    assert np.allclose(recover(levels), params)
    assert np.allclose(predicted_x(levels), x_levels[[X2Y2, Z2]])
    # second neighbours: bias of the inversion and its cure by a fifth level
    levels2, x2 = four_levels(params, second)
    t = 4 * second[1] + 2 * second[2]
    delta = 3 * second[0] + 3 * second[2] - t
    bias = np.array([t, delta / 6, delta / 2, -delta / 2])
    assert np.allclose(recover(levels2) - params, bias)
    delta_seen = (predicted_x(levels2)[0] - x2[X2Y2]) / 2
    cured = recover(levels2)[1:] - delta_seen * np.array([1/6, 1/2, -1/2])
    assert np.allclose(cured, params[1:])


# Mixing with s and p orbitals: unit s-d sigma; p-d sigma 1 and pi 0.6
def sd_block(v):
    return bond_frame(v)[1][:, Z2]


def pd_block(v):
    frame, comp = bond_frame(v)
    return (np.outer(comp[:, Z2], frame[:, 2])
            + 0.6 * (np.outer(comp[:, ZX], frame[:, 0]) + np.outer(comp[:, YZ], frame[:, 1])))


sd_gamma, sd_x = (bloch(k, FIRST, sd_block).real for k in (GAMMA, X))
assert np.allclose(sd_gamma, 0) and np.allclose(sd_x, [0, 0, 0, 0, -4])
assert np.linalg.norm(pd_block(FIRST[0])) > 0.1
for k in (GAMMA, X):
    assert np.allclose(bloch(k, FIRST, pd_block), 0)

# Worked example: rough levels of the size found in copper's d bands
measured_like = np.array([-3.6, -2.8, -4.7, -2.0])
fit = recover(measured_like)
rebuilt, x_fit = four_levels(fit)
assert np.allclose(rebuilt, measured_like)
level_error = 0.1
fit_error = level_error * np.linalg.norm(np.linalg.inv(FORWARD), axis=1)
samples = measured_like + level_error * rng.normal(size=(100000, 4))
# statistical error of a standard deviation from 1e5 samples is about 0.2 percent
assert np.allclose((samples @ INVERSE.T).std(axis=0), fit_error, rtol=0.015)

# Second neighbours scaled by the inverse fifth power of distance
scale = (np.linalg.norm(FIRST[0]) / np.linalg.norm(SECOND[0])) ** 5
second = scale * fit[1:]
levels2, x2 = four_levels(fit, second)
bias2 = recover(levels2) - fit
mismatch2 = predicted_x(levels2)[0] - x2[X2Y2]

# Spin-orbit coupling xi L.S; L generates rotations of the tensors
generators = [np.cross(np.eye(3)[a], np.eye(3)).T for a in range(3)]
L = [np.array([[1j * np.trace(qi @ (g @ qj - qj @ g)) for qj in Q] for qi in Q])
     for g in generators]
assert np.allclose(sum(l @ l for l in L), 6 * np.eye(5))
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
S = [np.array(m) / 2 for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
LS = sum(np.kron(l, m) for l, m in zip(L, S))


def spin_orbit_levels(xi):
    g, x = (np.linalg.eigvalsh(np.kron(hamiltonian(k, fit), np.eye(2)) + xi * LS)
            for k in (GAMMA, X))
    assert g[6] - g[5] > 0.1 and x[2] - x[1] > 0.1 and x[6] - x[5] > 0.1
    means = np.array([g[:6].mean(), g[6:].mean(), x[:2].mean(), x[6:].mean()])
    return means, g[5] - g[0], x[9] - x[6]


_, small_g, small_x = spin_orbit_levels(1e-3)
assert abs(small_g / 1e-3 - 1.5) < 0.01 and abs(small_x / 1e-3 - 1.0) < 0.01
xi = 0.1
so_means, split_g, split_x = spin_orbit_levels(xi)
so_shift = recover(so_means) - fit

# s-d mixing of the 3z2-r2 level at X
sd_sigma, s_gap = -0.5, 10.0
coupling = sd_x[Z2] * sd_sigma
mixed = np.linalg.eigvalsh([[x_fit[Z2], coupling], [coupling, x_fit[Z2] + s_gap]])[0]

PARAMS = ["E0", "dd sigma", "dd pi", "dd delta"]
print("Bond energies: coefficients of (sigma, pi, delta)")
for orb, vector, _ in bond_claims:
    if vector != (0, 1, 1):
        c = bond_coefficients(orb, vector)
        print(f"  {NAMES[orb]:7s}{vector}: {c[0]:.4f} {c[1]:.4f} {c[2]:.4f}")
print(f"Determinant of the level equations: {np.linalg.det(FORWARD):.1f}")
print("Input levels (rough, copper-like, from Fermi level)")
for name, e in zip(["A Gamma t2g", "B Gamma eg", "C X xy", "D X xz/yz"], measured_like):
    print(f"  {name}: {e:.2f} eV")
print(f"Recovered value, and error for {level_error} eV error per level")
for name, value, err in zip(PARAMS, fit, fit_error):
    print(f"  {name}: {value:.4f} eV, error {err:.3f} eV")
print(f"Largest misfit of rebuilt levels: {abs(rebuilt - measured_like).max():.0e} eV")
print(f"Predicted X x2-y2: {x_fit[X2Y2]:.3f} eV")
print(f"Predicted X 3z2-r2 without s: {x_fit[Z2]:.3f} eV")
print(f"Second-neighbour scale factor: {scale:.4f}")
for name, value in zip(["sigma", "pi", "delta"], second):
    print(f"  second-neighbour dd {name}: {value:.4f} eV")
t2g_shift = levels2[0] - rebuilt[0]
eg_shift = levels2[1] - rebuilt[1]
print(f"  shift t of t2g: {t2g_shift:.3f} eV, shift e of eg: {eg_shift:.3f} eV")
print(f"  Delta = e - t: {eg_shift - t2g_shift:.3f} eV")
for name, value in zip(PARAMS, bias2):
    print(f"  bias of recovered {name}: {value:+.3f} eV")
print(f"  X x2-y2, predicted minus actual: {mismatch2:.3f} eV")
print(f"Spin-orbit constant (assumed): {xi:.2f} eV")
print(f"  splitting of Gamma t2g: {split_g:.3f} eV, of X xz/yz: {split_x:.3f} eV")
for name, value in zip(PARAMS, so_shift):
    print(f"  shift of {name} from multiplet means: {value:+.4f} eV")
print(f"Assumed sd sigma: {sd_sigma:.2f} eV, s level above 3z2-r2: {s_gap:.1f} eV")
print(f"  s-d matrix element at X: {coupling:.2f} eV")
print(f"  X 3z2-r2 with s: {mixed:.3f} eV, shift {mixed - x_fit[Z2]:.3f} eV")
print("OK")
```

Running it gives:

```
Bond energies: coefficients of (sigma, pi, delta)
  xy     (1, 1, 0): 0.7500 0.0000 0.2500
  xy     (1, 0, 1): 0.0000 0.5000 0.5000
  x2-y2  (1, 1, 0): 0.0000 1.0000 0.0000
  x2-y2  (1, 0, 1): 0.1875 0.2500 0.5625
  3z2-r2 (1, 1, 0): 0.2500 0.0000 0.7500
  3z2-r2 (1, 0, 1): 0.0625 0.7500 0.1875
Determinant of the level equations: 96.0
Input levels (rough, copper-like, from Fermi level)
  A Gamma t2g: -3.60 eV
  B Gamma eg: -2.80 eV
  C X xy: -4.70 eV
  D X xz/yz: -2.00 eV
Recovered value, and error for 0.1 eV error per level
  E0: -3.0750 eV, error 0.061 eV
  dd sigma: -0.3604 eV, error 0.032 eV
  dd pi: 0.1313 eV, error 0.068 eV
  dd delta: 0.0063 eV, error 0.079 eV
Largest misfit of rebuilt levels: 9e-16 eV
Predicted X x2-y2: -2.300 eV
Predicted X 3z2-r2 without s: -4.033 eV
Second-neighbour scale factor: 0.1768
  second-neighbour dd sigma: -0.0637 eV
  second-neighbour dd pi: 0.0232 eV
  second-neighbour dd delta: 0.0011 eV
  shift t of t2g: 0.095 eV, shift e of eg: -0.188 eV
  Delta = e - t: -0.283 eV
  bias of recovered E0: +0.095 eV
  bias of recovered dd sigma: -0.047 eV
  bias of recovered dd pi: -0.141 eV
  bias of recovered dd delta: +0.141 eV
  X x2-y2, predicted minus actual: -0.566 eV
Spin-orbit constant (assumed): 0.10 eV
  splitting of Gamma t2g: 0.167 eV, of X xz/yz: 0.107 eV
  shift of E0 from multiplet means: +0.0011 eV
  shift of dd sigma from multiplet means: +0.0009 eV
  shift of dd pi from multiplet means: +0.0119 eV
  shift of dd delta from multiplet means: -0.0126 eV
Assumed sd sigma: -0.50 eV, s level above 3z2-r2: 10.0 eV
  s-d matrix element at X: 2.00 eV
  X 3z2-r2 with s: -4.418 eV, shift -0.385 eV
OK
```
